\section*{Magnetisation Field of a Single p1/2 Electron and Its Kramers Partner}

\section*{Problem}

One electron in a central potential occupies the two-component spinor
\begin{equation}
\psi(\mathbf r)=R(r)\,\chi(\theta,\phi),\qquad \int_0^\infty R^2r^2\,dr=1,
\end{equation}
where $R$ is real and $\chi$ is the normalised spin-angular function with $l=1$, $j=1/2$, $m_j=+1/2$. The quantisation axis is $\hat{\mathbf z}$, and $\alpha$ and $\beta$ are spin up and spin down along it. Define the density and the magnetisation by
\begin{equation}
n=\psi^\dagger\psi,\qquad \mathbf m=\psi^\dagger\boldsymbol\sigma\psi .
\end{equation}
Both are in bohr$^{-3}$, so their space integrals are pure numbers. The spin magnetic moment density is $-\mu_B\mathbf m$ if the spin $g$-factor is taken as 2.

\begin{enumerate}
\item[(a)] Construct $\chi$ and find $\mathbf m(\mathbf r)$. Evaluate it at $r=2$ bohr for the model orbital $R\propto r\,e^{-\zeta r}$ with $\zeta=1$ bohr$^{-1}$.
\item[(b)] Find $\int\mathbf m\,d^3r$ and $\int|\mathbf m|\,d^3r$.
\item[(c)] Decide whether a global rotation of the spin axes can make the field collinear, or at least coplanar. How much magnetisation does a description see if it keeps only $|m_z|$?
\item[(d)] Find the magnetisation of the Kramers partner and of the filled pair.
\item[(e)] How do the results of (b) change when the small component of a Dirac spinor is included?
\end{enumerate}

\section*{Solution}

\subsection*{(a) The spinor and its field}

Angular momenta are in units of $\hbar$. Two products have $l=1$ and $m_l+m_s=1/2$, so
\begin{equation}
\chi=a\,Y_{10}\,\alpha+b\,Y_{11}\,\beta .
\end{equation}
A state with $j=1/2$ and $m_j=1/2$ is the top of its multiplet and is annihilated by $J_+=L_++S_+$. Since $L_+Y_{10}=\sqrt2\,Y_{11}$, $L_+Y_{11}=0$, $S_+\beta=\alpha$ and $S_+\alpha=0$,
\begin{equation}
J_+\chi=(\sqrt2\,a+b)\,Y_{11}\,\alpha=0\quad\Rightarrow\quad b=-\sqrt2\,a .
\end{equation}
Normalisation requires $a^2+b^2=3a^2=1$. The overall sign is free; we take $a=-\sqrt{1/3}$ and $b=\sqrt{2/3}$. The electron is therefore spin up with weight $1/3$ and spin down with weight $2/3$.

With the phase convention
\begin{equation}
Y_{10}=\sqrt{\tfrac{3}{4\pi}}\cos\theta,\qquad
Y_{11}=-\sqrt{\tfrac{3}{8\pi}}\sin\theta\,e^{i\phi},
\end{equation}
both prefactors become $-1/\sqrt{4\pi}$:
\begin{equation}
\chi=-\frac{1}{\sqrt{4\pi}}
\begin{pmatrix}\cos\theta\\ \sin\theta\,e^{i\phi}\end{pmatrix}
=-\frac{1}{\sqrt{4\pi}}\,(\boldsymbol\sigma\cdot\hat{\mathbf r})\,\alpha .
\label{eq:chi}
\end{equation}
The last form holds because the first column of $\boldsymbol\sigma\cdot\hat{\mathbf r}$ is $(\cos\theta,\ \sin\theta\,e^{i\phi})^T$.

Call the upper and lower components of $\psi$ $u$ and $v$. The Pauli matrices give, for any two-component spinor,
\begin{equation}
m_x=2\,\mathrm{Re}(u^*v),\qquad m_y=2\,\mathrm{Im}(u^*v),\qquad m_z=|u|^2-|v|^2 .
\label{eq:uv}
\end{equation}
Here $u^*v=(R^2/4\pi)\cos\theta\sin\theta\,e^{i\phi}$, $|u|^2=(R^2/4\pi)\cos^2\theta$ and $|v|^2=(R^2/4\pi)\sin^2\theta$. Hence
\begin{equation}
n=|u|^2+|v|^2=\frac{R^2}{4\pi},\qquad
\mathbf m=\frac{R^2}{4\pi}
\begin{pmatrix}\sin2\theta\cos\phi\\ \sin2\theta\sin\phi\\ \cos2\theta\end{pmatrix}
=\frac{R^2}{4\pi}\left(2\cos\theta\,\hat{\mathbf r}-\hat{\mathbf z}\right).
\label{eq:field}
\end{equation}
The vector form follows from $\sin2\theta=2\sin\theta\cos\theta$ and $\cos2\theta=2\cos^2\theta-1$.

The density is spherical, but the magnetisation is not. At polar angle $\theta$ the vector $\mathbf m$ lies in the meridian plane, turned by $2\theta$ from $\hat{\mathbf z}$. It points along $+\hat{\mathbf z}$ on the polar axis and along $-\hat{\mathbf z}$ on the equator. Its direction is undefined where $R=0$.

For the model orbital, $\int_0^\infty r^4e^{-2\zeta r}dr=4!/(2\zeta)^5=3/(4\zeta^5)$, so
\begin{equation}
R^2=\tfrac43\,\zeta^5r^2e^{-2\zeta r}.
\end{equation}
At $\zeta=1$ bohr$^{-1}$ and $r=2$ bohr,
\begin{equation}
|\mathbf m|=\frac{R^2}{4\pi}=\frac{1}{4\pi}\cdot\frac{16}{3}\,e^{-4}=0.007773\ \text{bohr}^{-3}.
\end{equation}
Multiplication by $\sin2\theta$ and $\cos2\theta$ gives the components in the half-plane $\phi=0$, in units of $10^{-3}$ bohr$^{-3}$:
\begin{center}
\begin{tabular}{cccc}
$\theta$ & $m_x$ & $m_z$ & angle of $\mathbf m$ from $\hat{\mathbf z}$\\
\hline
$0^\circ$ & 0 & 7.773 & $0^\circ$\\
$30^\circ$ & 6.732 & 3.887 & $60^\circ$\\
$45^\circ$ & 7.773 & 0 & $90^\circ$\\
$60^\circ$ & 6.732 & $-3.887$ & $120^\circ$\\
$90^\circ$ & 0 & $-7.773$ & $180^\circ$
\end{tabular}
\end{center}

\subsection*{(b) Integrated vector and integrated modulus}

The components $m_x$ and $m_y$ are proportional to $\cos\phi$ and $\sin\phi$, and they vanish on integration over $\phi$. For $m_z$, put $c=\cos\theta$. The radial integral is one, and the $\phi$ integral turns $1/4\pi$ into $1/2$:
\begin{equation}
\int m_z\,d^3r=\frac12\int_{-1}^{1}(2c^2-1)\,dc
=\frac12\left(\frac43-2\right)=-\frac13 .
\label{eq:third}
\end{equation}
This agrees with the spin weights, $1/3-2/3=-1/3$.

For the modulus, equation~\eqref{eq:uv} gives
\begin{equation}
|\mathbf m|^2=4|u|^2|v|^2+\left(|u|^2-|v|^2\right)^2=\left(|u|^2+|v|^2\right)^2=n^2 .
\label{eq:pure}
\end{equation}
Therefore
\begin{equation}
\int|\mathbf m|\,d^3r=\int n\,d^3r=1 .
\end{equation}

The two results rest on different conditions. Equation~\eqref{eq:pure} holds for any single two-component spinor: the electron is fully spin-polarised at each point, along a direction that may vary. The value $-1/3$ needs the weights of a pure $p_{1/2}$, $m_j=1/2$ state. If a crystal field mixes in $p_{3/2}$, the integral of $m_z$ is still the spin-up weight minus the spin-down weight, but these weights can change.

The negative sign does not conflict with $m_j=+1/2$. The function $Y_{11}$ has weight $2/3$, so $\langle l_z\rangle=2/3$, while $\langle s_z\rangle=\frac12(-\frac13)=-\frac16$. Their sum is $1/2$. The orbital part sets the sign of the total, and the spin on average opposes it. The spin magnetic moment along $z$ is $-\mu_B(-1/3)=0.333\,\mu_B$, or $3.09\times10^{-24}$ J/T.

\subsection*{(c) Why no choice of spin axes removes the noncollinearity}

The field points along $\hat{\mathbf z}$ at $\theta=0$ and along $\hat{\mathbf x}$ at $\theta=45^\circ$, $\phi=0$. A global spin rotation turns all the vectors together and preserves the angle between them, so it cannot make these two parallel. The field is noncollinear for every choice of spin axes.

A tensor also settles the question of coplanarity. Define
\begin{equation}
T_{ij}=\int\frac{m_im_j}{n}\,d^3r .
\end{equation}
For a unit vector $\mathbf e$, the number $\mathbf e\cdot T\mathbf e=\int(\mathbf m\cdot\mathbf e)^2/n\,d^3r$ measures how much of the field lies along $\mathbf e$. It would vanish for the normal $\mathbf e$ of a coplanar field. A global spin rotation rotates $T$ and leaves its eigenvalues unchanged.

The off-diagonal elements contain the $\phi$ integrals of $\cos\phi$, $\sin\phi$ or $\sin\phi\cos\phi$, and are zero. The last diagonal element is
\begin{equation}
T_{zz}=\frac12\int_{-1}^1(2c^2-1)^2dc
=\frac12\int_{-1}^1(4c^4-4c^2+1)\,dc
=\frac45-\frac43+1=\frac7{15}.
\end{equation}
Since $|\mathbf m|=n$, the trace of $T$ is $\int n\,d^3r=1$. The averages of $\cos^2\phi$ and $\sin^2\phi$ are equal, so
\begin{equation}
T_{xx}=T_{yy}=\frac12\left(1-\frac7{15}\right)=\frac4{15}.
\end{equation}
The eigenvalues are $0.267$, $0.267$ and $0.467$. None is zero, so the field is not coplanar. None is one, as a collinear field with $|\mathbf m|=n$ would require.

The state $p_{3/2}$, $m_j=3/2$ provides a contrast. Its spinor is $R\,Y_{11}\alpha$, a single product of orbital and spin, so $\mathbf m=n\hat{\mathbf z}$ and the eigenvalues of $T$ are $0$, $0$ and $1$. In the two-component description a $p$ electron with definite $j$ and $m_j$ can thus be collinear. (The small component of the corresponding Dirac spinor has $d_{3/2}$ angular form, and its field is not collinear.) In the $p_{1/2}$ state, the direction varies because the ratio $v/u=\tan\theta\,e^{i\phi}$ of the spin components varies in space.

Now keep only $|m_z|$. The component $m_z$ changes sign at $c_0=1/\sqrt2$, that is, at $\theta=45^\circ$ and $135^\circ$. By symmetry in $c$, the factor $1/2$ and the two hemispheres combine to an integral from 0 to 1. The negative part is
\begin{equation}
\int_0^{c_0}(2c^2-1)\,dc=\frac{2c_0^3}{3}-c_0=c_0\left(\frac13-1\right)=-\frac{\sqrt2}{3}=-0.471,
\end{equation}
where $c_0^2=1/2$ was used. The positive part is what remains of the total $-1/3$:
\begin{equation}
\int_{c_0}^{1}(2c^2-1)\,dc=-\frac13+\frac{\sqrt2}{3}=0.138 .
\end{equation}
Hence
\begin{equation}
\int|m_z|\,d^3r=\frac{2\sqrt2-1}{3}=0.609 .
\end{equation}

This difference matters in spin-density functional theory. A local functional of $n$ and $|\mathbf m|$ receives the local polarisation $|\mathbf m|/n=1$, as is right for one electron. A collinear functional of $n$ and $m_z$ receives $|m_z|/n=|\cos2\theta|$, and on the cones $\theta=45^\circ$ and $135^\circ$ it treats the electron as unpolarised. Its input also depends on the chosen spin axis, as the inequality of $T_{xx}$ and $T_{zz}$ shows.

\subsection*{(d) The Kramers partner}

Time reversal for spin $1/2$ is $\Theta=i\sigma_yK$, where $K$ is complex conjugation. It maps
\begin{equation}
\begin{pmatrix}u\\v\end{pmatrix}\ \longrightarrow\ \begin{pmatrix}u'\\v'\end{pmatrix}=\begin{pmatrix}v^*\\-u^*\end{pmatrix}.
\end{equation}
Then $u'^*v'=-u^*v$ and $|u'|^2-|v'|^2=-(|u|^2-|v|^2)$. By equation~\eqref{eq:uv}, all three components of $\mathbf m$ change sign at each point, while $n$ is unchanged. The new upper component varies as $\sin\theta\,e^{-i\phi}$ and the lower one as $\cos\theta$, so the partner has $m_j=-1/2$.

In a single determinant the fields of occupied orbitals add. With occupations $f_+$ and $f_-$ of the two partners,
\begin{equation}
n=(f_++f_-)\frac{R^2}{4\pi},\qquad
\mathbf m=(f_+-f_-)\frac{R^2}{4\pi}\left(2\cos\theta\,\hat{\mathbf r}-\hat{\mathbf z}\right).
\end{equation}
The filled pair, $f_+=f_-=1$, has $\mathbf m=0$ everywhere, although each electron alone has an integrated modulus of one. The field must be summed before its modulus is taken. The same formula gives $\mathbf m=0$ for an ensemble with half an electron in each partner, so such an average removes the local polarisation as well as the net spin.

\subsection*{(e) The small component}

In a Dirac spinor for a central potential, the small component is a radial function times $\boldsymbol\sigma\cdot\mathbf p$ acting on the large one. By equation~\eqref{eq:chi} the large component has the form $F(r)(\boldsymbol\sigma\cdot\mathbf r)\alpha$, with $F\propto R/r$. Using $\boldsymbol\sigma\cdot\nabla F=(F'/r)\,\boldsymbol\sigma\cdot\mathbf r$, $(\boldsymbol\sigma\cdot\mathbf r)^2=r^2$ and $\sum_i\sigma_i^2=3$,
\begin{equation}
(\boldsymbol\sigma\cdot\mathbf p)\,F\,(\boldsymbol\sigma\cdot\mathbf r)\,\alpha
=-i\hbar\left(rF'+3F\right)\alpha .
\label{eq:small}
\end{equation}
The small component is $s$-type and purely spin up. Let $n_L$ and $n_S$ be the densities of the two components, let $w=\int n_S\,d^3r$ with the total norm equal to one, and let $\hat{\mathbf u}=2\cos\theta\,\hat{\mathbf r}-\hat{\mathbf z}$. This is a unit vector by equation~\eqref{eq:field}.

Two vector densities must be distinguished. With $\boldsymbol\Sigma$ the four-component spin matrix and $\beta_D$ the Dirac matrix that is $+1$ on the large and $-1$ on the small component,
\begin{equation}
\mathbf m_\Sigma=n_L\hat{\mathbf u}+n_S\hat{\mathbf z},\qquad
\mathbf m_{\beta\Sigma}=n_L\hat{\mathbf u}-n_S\hat{\mathbf z}.
\end{equation}
The first is the spin density. The second is the density that couples to a magnetic field $\mathbf B$ when the Hamiltonian contains a term proportional to $\beta_D\boldsymbol\Sigma\cdot\mathbf B$, a common choice in relativistic spin-density functional theory. Their integrated $z$ components are
\begin{equation}
-\frac{1-w}{3}+w=-\frac13+\frac{4w}{3},\qquad
-\frac{1-w}{3}-w=-\frac13-\frac{2w}{3}.
\end{equation}

The moduli no longer equal the density. The triangle inequality gives $|\mathbf m|\le n_L+n_S$, and where both densities are nonzero, equality requires $\hat{\mathbf u}=\hat{\mathbf z}$ for $\boldsymbol\Sigma$ and $\hat{\mathbf u}=-\hat{\mathbf z}$ for $\beta_D\boldsymbol\Sigma$. These conditions hold only on the polar axis and on the equator, so both integrals are below one. A lower bound follows because a vector is at least as long as its projection on $\hat{\mathbf u}$, which is $n_L\pm n_S\cos2\theta$. The angular average of $\cos2\theta$ is $-1/3$, so
\begin{equation}
1-\frac{4w}{3}\le\int|\mathbf m_\Sigma|\,d^3r<1,\qquad
1-\frac{2w}{3}\le\int|\mathbf m_{\beta\Sigma}|\,d^3r<1 .
\end{equation}
As $w\to0$ the two-component results return.

As an illustration, take $w=0.02$. This is a deep-core value: the $2p_{1/2}$ state of a hydrogen-like ion reaches it at $Z\approx74$, whereas for $Z=2$, where $\zeta=1$ bohr$^{-1}$, $w$ is only $1.3\times10^{-5}$. For the valence $p_{1/2}$ electron of a heavy atom such as In or Tl, screened model potentials give $w$ of order $10^{-4}$ or less, so there the results of (b) change only in about the fourth decimal. The integrals below depend on $w$ and on the radial shapes but not on the length scale $1/\zeta$. The integrated $z$ components are then $-0.307$ for $\boldsymbol\Sigma$ and $-0.347$ for $\beta_D\boldsymbol\Sigma$. The moduli need the radial shapes. We keep the orbital of part (a) for the large component, so that $F\propto e^{-\zeta r}$, and take the small one proportional to $rF'+3F\propto(3-\zeta r)e^{-\zeta r}$, which neglects the further radial factor. Gauss--Legendre quadrature in $r$ and $\cos\theta$ gives integrated moduli of $0.976$ and $0.988$, just above the lower bounds of $0.973$ and $0.987$. The third digit depends on the radial shapes: the exact hydrogen-like Dirac $2p_{1/2}$ state with the same $w$ gives $0.975$ and $0.988$.

Numerical values quoted here were computed with a short program.
